\section*{Axial-Field Suppression of Wall Scattering in a Thick Free-Electron Wire}

\section{What dimensions and symmetry fix}

A long wire of circular cross-section, radius $a$, carries a current along its axis $z$. A magnetic field $B$ points along the same axis. The conduction electrons form a free-electron gas with Fermi speed $v_F$, relaxation time $\tau$ and mean free path $\lambda=v_F\tau$. The largest radius of a cyclotron orbit, and the ratio that measures the field, are
\begin{equation}
r=\frac{\hbar k_F}{eB},\qquad \gamma=\frac{\lambda}{r}=\omega_c\tau,\qquad \omega_c=\frac{eB}{m}.
\end{equation}

Let $\sigma_0=1/\rho_0$ be the bulk conductivity and $\sigma=1/\rho$ that of the wire. The fractional loss $D=1-\sigma/\sigma_0$ is dimensionless, so in a classical theory it depends on $\lambda/a$ and $r/a$ alone. Reflection in a plane through the axis reverses $B$ but leaves the wire and the electric field unchanged. The loss is therefore even in $B$, and we take $B>0$.

In a thick wire, $\lambda\ll a$, the wall affects a thin layer. If its effective depth is $\ell$, it fills a fraction $2\pi a\ell/(\pi a^2)=2\ell/a$ of the section. The depth can be built from $\lambda$ and $r$ only, so
\begin{equation}
D\simeq\frac{\lambda}{a}\,\Phi(\gamma).
\end{equation}
Without a field, $\ell$ is of order $\lambda$. In a strong field an electron leaving the wall cannot move further than $2r$ from it before its next bulk collision, so $\ell$ is of order $r$ and $D\propto r/a\propto1/B$. The function $\Phi$ and the numerical factors need a calculation.

\section{Transport equation and wall condition}

Let $\theta$ be the angle between the velocity and the axis, and $\varphi$ the direction of the transverse velocity. An electron of charge $-e$ in a field along $+z$ turns so that $\dot\varphi=+\omega_c$. Write the distribution as $f_0+(-\partial f_0/\partial\varepsilon)\psi$. To first order in the electric field $E$, the steady Boltzmann equation is
\begin{equation}
\mathbf v_\perp\!\cdot\nabla\psi+\omega_c\frac{\partial\psi}{\partial\varphi}+\frac{\psi}{\tau}=-eEv_z .
\end{equation}
The axial field does not change $v_z$. Setting $\psi=-eE\tau v_z\,g$ and dividing by $-eE\tau v_z$ gives
\begin{equation}
\mathbf v_\perp\!\cdot\nabla g+\omega_c\frac{\partial g}{\partial\varphi}+\frac g\tau=\frac1\tau .
\label{eq:g}
\end{equation}
In the bulk $g=1$. A fully diffuse wall sends electrons out with no memory of their axial drift, so $g=0$ for electrons leaving it. Since $\psi$ is odd in $v_z$, it carries no net charge and no net particle flux to the wall. No transverse electric field is then needed.

The left side of (\ref{eq:g}) without $g/\tau$ is the rate of change of $g$ along an orbit. Hence $dg/dt=(1-g)/\tau$, and with $g=0$ at the last wall contact, a time $T$ ago,
\begin{equation}
g=1-e^{-T/\tau}.
\end{equation}
If the orbit never meets the wall, $T=\infty$ and $g=1$. The current is proportional to the average of $v_z^2g$ over the section and the Fermi sphere. Because $\langle\cos^2\theta\rangle=1/3$,
\begin{equation}
\frac{\sigma}{\sigma_0}=3\big\langle\cos^2\theta\,(1-e^{-T/\tau})\big\rangle,\qquad
D=3\big\langle\cos^2\theta\,e^{-T/\tau}\big\rangle .
\label{eq:avg}
\end{equation}

\section{Helices that miss the wall: a bound}

An electron with polar angle $\theta$ follows a helix of radius $r\sin\theta$. It misses the wall if its guiding centre lies within $a-r\sin\theta$ of the axis. At fixed velocity, the position and the guiding centre differ by a fixed displacement, so equal areas of one correspond to equal areas of the other. With $k=r/a\le1$, the fraction of positions belonging to untouched helices is $(1-k\sin\theta)^2$.

These electrons have $g=1$, and all others have $g\ge0$. Therefore
\begin{align}
\frac{\sigma}{\sigma_0}&\ge3\int_0^{\pi/2}\!\sin\theta\cos^2\theta\,(1-2k\sin\theta+k^2\sin^2\theta)\,d\theta\nonumber\\
&=3\left(\frac13-2k\,\frac{\pi}{16}+k^2\,\frac{2}{15}\right)
=1-\frac{3\pi}{8}k+\frac25k^2 .
\end{align}
Since also $g\le1$,
\begin{equation}
0\le D\le\frac{3\pi}{8}\frac ra-\frac25\frac{r^2}{a^2}\qquad(r\le a).
\label{eq:bound}
\end{equation}
This holds for any $\lambda$. As $B$ grows, $r\to0$ and both sides close on zero: within this model the resistivity returns to its bulk value.

The bound does not give the loss at moderate fields. In a thick wire most electrons conduct almost fully even at $B=0$, because their last contact with the wall lies several relaxation times back. Confinement changes the resistivity noticeably when it reduces the reach of the wall, which requires $r$ to fall to about $\lambda$ or below, not merely below $a$.

\section{Counting flights from wall to wall}

Every state that contributes to $D$ left the wall at some earlier time. Label it by its point of emission, its emission direction and the time $t$ since emission. Let $\alpha$ be the angle between the transverse velocity at emission and the inward normal, $-\pi/2<\alpha<\pi/2$. In a time $dt$, electrons leaving a wall element $dl$ sweep an area $v_F\sin\theta\cos\alpha\,dl\,dt$. The orbital motion preserves the measure of position and direction, so
\begin{equation}
d^2r\,d\Omega=v_F\sin\theta\cos\alpha\;dl\,dt\,d\Omega ,\qquad d\Omega=\sin\theta\,d\theta\,d\alpha .
\end{equation}
A flight that turns through an angle $\chi$ before the next wall contact lasts $\chi/\omega_c$, and
\begin{equation}
\int_0^{\chi/\omega_c}e^{-t/\tau}dt=\tau\,(1-e^{-\chi/\gamma}).
\end{equation}
The average in (\ref{eq:avg}) carries the factor $1/(4\pi\cdot\pi a^2)$, and the wall integral gives $2\pi a$. The prefactor is $3\cdot2\pi a\,\lambda/(4\pi^2a^2)=3\lambda/(2\pi a)$:
\begin{equation}
D=\frac{3\lambda}{2\pi a}\int_0^\pi\!\sin^2\theta\cos^2\theta\,d\theta\int_{-\pi/2}^{\pi/2}\!\cos\alpha\,\big(1-e^{-\chi/\gamma}\big)\,d\alpha .
\label{eq:flight}
\end{equation}
No assumption about the sizes of $\lambda$, $r$ and $a$ has entered.

\section{The angle turned between contacts}

Put the emission point $P$ at the origin, the inward normal along $+y$, and the wire axis $O$ at $(0,a)$. Count $\alpha$ from $+y$ towards $+x$, so the transverse velocity points along $(\sin\alpha,\cos\alpha)$. The electron turns anticlockwise, so its orbit centre $C$ lies to its left. With $s=r\sin\theta$,
\begin{equation}
C=s(-\cos\alpha,\sin\alpha),\qquad R^2=|OC|^2=a^2+s^2-2as\sin\alpha .
\end{equation}
Let $\beta$ be the angle at $C$ between $CP$ and the outward continuation of $OC$. From $a^2=R^2+s^2+2Rs\cos\beta$,
\begin{equation}
\cos\beta=\frac{a^2-R^2-s^2}{2Rs}=\frac{a\sin\alpha-s}{R}.
\end{equation}
The distance of $P$ from the line $OC$ gives $\sin\beta=a\cos\alpha/R$. The arc outside the wire spans $2\beta$, so the flight inside turns through
\begin{equation}
\chi=2\pi-2\beta,
\label{eq:chi}
\end{equation}
where $\beta$ is the polar angle of the vector $(a\sin\alpha-s,\;a\cos\alpha)$. For $s\ll a$ this vector points along $(\sin\alpha,\cos\alpha)$, so $\beta=\pi/2-\alpha$ and
\begin{equation}
\chi_0=\pi+2\alpha .
\end{equation}
This flat-wall result is independent of $\theta$. For the first correction, shifting the first component by $-s$ raises the polar angle by $(s/a)\cos\alpha$. Thus
\begin{equation}
\chi\simeq\pi+2\alpha-2k\sin\theta\cos\alpha .
\label{eq:curv}
\end{equation}

\section{The thick-wire law}

Take $\lambda\ll a$ at fixed $\gamma$, so that $r\ll a$ too. Insert $\chi_0$ in (\ref{eq:flight}). The polar integral is $\pi/8$. With $u=\alpha+\pi/2$ and $q=2/\gamma$, the other integral is $2-I$, where
\begin{align}
I&=\int_0^\pi\sin u\,e^{-qu}du
=\operatorname{Im}\frac{e^{(i-q)\pi}-1}{i-q}\nonumber\\
&=(1+e^{-\pi q})\operatorname{Im}\frac1{q-i}
=\frac{1+e^{-\pi q}}{1+q^2}.
\end{align}
Hence, to leading order in $\lambda/a$,
\begin{equation}
D=\frac{3\lambda}{8a}F(\gamma),\qquad
F=1-\frac12\,\frac{1+e^{-2\pi/\gamma}}{1+4/\gamma^2}.
\label{eq:F}
\end{equation}
Both $1+e^{-2\pi/\gamma}$ and $1/(1+4/\gamma^2)$ grow with $\gamma$, so $F$ falls steadily.

In a weak field the exponential is negligible and $F\simeq1-\gamma^2/8$. For the wire this form needs $r$ to stay well below $a$, that is $\lambda/a\ll\gamma\ll1$; in still weaker fields the orbits are wider than the wire and the flat-wall angle fails. In a strong field,
\begin{equation}
F\simeq1-\Big(1-\frac{\pi}{\gamma}+\frac{\pi^2}{\gamma^2}\Big)\Big(1-\frac4{\gamma^2}\Big)
\simeq\frac\pi\gamma-\frac{\pi^2-4}{\gamma^2}.
\end{equation}
The leading loss therefore passes from $3\lambda/(8a)$ to $3\pi r/(8a)$. The second value no longer contains $\lambda$ and agrees with the linear term of (\ref{eq:bound}). The approach to bulk is as $1/B$. Half the zero-field loss is gone when $F=1/2$, that is, when
\begin{equation}
e^{-2\pi/\gamma}=4/\gamma^2,\qquad \gamma\simeq4.21 .
\end{equation}

\subsection*{Curvature of the wall}

The last term of (\ref{eq:curv}) changes $1-e^{-\chi/\gamma}$ by $-(2k/\gamma)\sin\theta\cos\alpha\,e^{-\chi_0/\gamma}$. The polar integral becomes $\int_0^\pi\sin^3\theta\cos^2\theta\,d\theta=4/15$. Using $\lambda/(\gamma a)=k$,
\begin{equation}
\delta D=-\frac{3}{2\pi}\,2k^2\,\frac4{15}\,G=-\frac{4}{5\pi}k^2G,\qquad G=\int_0^\pi\sin^2u\,e^{-qu}du .
\end{equation}
With $\sin^2u=(1-\cos2u)/2$,
\begin{equation}
G=\frac{1-e^{-\pi q}}2\Big(\frac1q-\frac q{q^2+4}\Big)
=\frac{2(1-e^{-\pi q})}{q(q^2+4)}
=\frac{\gamma^3(1-e^{-2\pi/\gamma})}{4(1+\gamma^2)} .
\end{equation}
For $\gamma\to\infty$, $G\to\pi/2$ and $\delta D\to-\tfrac25k^2$, the quadratic term of (\ref{eq:bound}).

Two numerical tests bear on these steps. Orbits traced back from sampled positions and directions, for $\lambda/a=2$ and $r/a=0.5$, give a loss of 0.3389 from (\ref{eq:avg}); the flight integral (\ref{eq:flight}) gives 0.3389. At $\lambda/a=0.002$ and $\gamma=1$, 3 and 10, the part of (\ref{eq:flight}) left after subtracting (\ref{eq:F}) agrees with $\delta D$ to within 0.1\% of $\delta D$.

\subsection*{A film with the field along the current}

For another cross-section, much wider than $\lambda$ and $r$, the leading loss follows when $2\pi a/(\pi a^2)=2/a$ is replaced by perimeter over area. A wide film of thickness $d$ has two faces, and the ratio is $2/d$. If $B$ lies in the plane along the current and $d\ge2r$, an orbit leaving one face cannot reach the other. The flat-wall angle then holds without correction, and
\begin{equation}
D_{\rm film}=\frac{3\lambda}{8d}F(\gamma)\qquad(d\ge2r),
\end{equation}
for any $\lambda$, within the same model.

\section{Worked example: a pure sodium wire near 4 K}

Sodium is chosen because its Fermi surface is nearly spherical. The parameters are rough values for a pure, cold wire: electron density $2.6\times10^{28}\ \mathrm{m^{-3}}$, $\lambda=10\ \mu$m and $a=50\ \mu$m. They give $k_F=9.165\ \mathrm{nm^{-1}}$ and $\rho_0=14.48$ n$\Omega\,$cm. Here $\lambda$ and $a$ are held fixed while $B$ varies.

At zero field the leading loss is $3\times10/(8\times50)=0.075$, and the round-wire integral gives 0.0746. At 10 T, $r=0.603\ \mu$m and $\gamma=10/0.603=16.6$, so $F=0.170$ and the leading loss is $0.075\times0.170=0.0127$. Then $\rho=14.48/(1-0.0127)=14.67$ n$\Omega\,$cm. The table lists the round-wire results; the helix share is the part of $\sigma_0$ carried by helices that miss the wall.

\begin{center}
\begin{tabular}{cccccc}
$B$ (T) & $r$ ($\mu$m) & $\gamma$ & helix share & $D$ & $\rho$ (n$\Omega\,$cm)\\
0 & -- & 0 & 0 & 0.0746 & 15.65\\
0.3 & 20.1 & 0.50 & 0.591 & 0.0717 & 15.60\\
1 & 6.03 & 1.66 & 0.864 & 0.0583 & 15.38\\
3 & 2.01 & 4.97 & 0.953 & 0.0332 & 14.98\\
10 & 0.603 & 16.6 & 0.986 & 0.0127 & 14.67
\end{tabular}
\end{center}

At 0.3 T untouched helices already carry 59\% of the bulk conductivity, yet the loss has hardly moved. Here $r$ is below $a$ but still twice $\lambda$: bulk collisions, more than the field, limit the reach of the wall. The main fall comes at a few tesla, with half-return at 2.5 T. At 10 T, 83\% of the zero-field loss has been removed. The remaining 0.0127 lies below the bound of 0.0142 because some electrons that leave the wall regain their drift before returning to it.

\section{Real wires and the limits of the model}

The largest doubt in the example concerns the bulk. A free-electron metal with one relaxation time has no longitudinal magnetoresistance, whereas alkali metals show a roughly linear rise with field. With an assumed rough slope of $10^{-3}$ per unit $\gamma$, the bulk resistivity at 10 T would rise by 1.7\%. The wall excess left there is 1.3\%. If the two simply add, the resistivity stays visibly above the zero-field bulk value. Since one part falls roughly as $1/B$ and the other grows as $B$, their sum has a minimum, near 8 T for this slope. The return to bulk must then be judged against the bulk resistivity in the same field.

The other effects estimated are smaller. At 4 K and 10 T the Landau spacing, calculated with the free-electron mass, is 1.16 meV and $k_BT$ is 0.345 meV. Thermal and collisional damping then leave quantum oscillations of relative order $4\times10^{-4}$. A heavier cyclotron mass, as in sodium, reduces the spacing and weakens the oscillations further. A current of 10 mA makes a field of 0.04 mT at the wall, for which $\lambda/r$ is about $7\times10^{-5}$. If all constant-energy surfaces have the same shape, a cubic warp of 1\% from peak to peak, with the field along a cube axis, raises the saturated bulk resistivity by about $3\times10^{-6}$. The same Fermi surface with a different variation of energy around it can give a different value, because the rise depends on the velocities and not on the shape alone. This estimate assumes a cubic crystal. Sodium partly changes to close-packed structures when cooled to such temperatures, and the effect of that change on the Fermi surface is not estimated here.

A partly specular wall returns some electrons with part of their drift, so $g\ge0$ still holds on emission and the upper bound (\ref{eq:bound}) survives, but (\ref{eq:F}) does not. Scattering mainly through small angles is not described by a single $\tau$; its effect on the numbers is not estimated here.

For a copper interconnect at room temperature, take roughly $\lambda=40$ nm and a wire radius of 200 nm. The ratio $\lambda/a$ equals that of the sodium wire, but at 10 T the orbit radius is 895 nm and $\gamma=0.045$. Here $r$ exceeds $a$, so the flat-wall function $F$ cannot give the small change in the loss. But $D$ depends only on $\lambda/a$ and $\gamma$, so the sodium wire can serve as a guide. At 0.1 T, where $\gamma=0.166$, its round-wire loss is 0.07415 against 0.07462 at zero field, a fall of 0.6\% of the zero-field loss. Evenness in $B$ alone does not fix the power of the first change. For $r\gg a$, however, the field bends the chords only slightly: a flight emitted at $+\alpha$ lengthens and one at $-\alpha$ shortens by the same amount to first order, so the change goes as $\gamma^2$. The point at 0.1 T lies near the edge of this range, so it serves only as a rough reference, and scaling by $(0.045/0.166)^2$ gives a removed fraction of about $5\times10^{-4}$ for the copper wire. Half-return would need about 940 T, where $r$ is far below $a$ and $F$ applies again. Real lines are nearly rectangular and contain grain boundaries, and copper's Fermi surface is not a sphere. If grain boundaries are represented by a shorter $\lambda$, the half-return field rises as $1/\lambda$: halving $\lambda$ doubles it. Within this model, an axial field is a means of separating wall scattering from bulk scattering in pure, cold wires, not of lowering the resistance of a room-temperature interconnect.

\section*{Computed values}
\begin{verbatim}
SODIUM WIRE, rough parameters
electron density = 2.60e+28 m^-3
mean free path = 10.0 um; wire radius = 50.0 um
Fermi wave number = 9.165 nm^-1
Fermi speed = 1.061e+06 m/s; Fermi energy = 3.200 eV
relaxation time = 9.425 ps
bulk resistivity = 14.481 nOhm cm
zero-field thick-wire loss 3 lam/(8a) = 0.07500
B=0 T: round-wire loss = 0.07462, rho/rho0 = 1.08063, rho = 15.649 nOhm cm
B=0.1 T: r_c = 60.325 um, gamma = 0.166, F = 0.9966, helix share = 0.1591
   loss: flat wall 0.07474, with curvature 0.07433, round wire 0.07415
   rho/rho0 = 1.08009, rho = 15.641 nOhm cm
B=0.3 T: r_c = 20.108 um, gamma = 0.497, F = 0.9709, helix share = 0.5909
   loss: flat wall 0.07282, with curvature 0.07180, round wire 0.07169
   rho/rho0 = 1.07722, rho = 15.600 nOhm cm
B=1 T: r_c = 6.032 um, gamma = 1.658, F = 0.7918, helix share = 0.8637
   loss: flat wall 0.05938, with curvature 0.05828, round wire 0.05827
   rho/rho0 = 1.06187, rho = 15.378 nOhm cm
B=3 T: r_c = 2.011 um, gamma = 4.973, F = 0.4479, helix share = 0.9533
   loss: flat wall 0.03360, with curvature 0.03324, round wire 0.03324
   rho/rho0 = 1.03439, rho = 14.979 nOhm cm
B=10 T: r_c = 0.603 um, gamma = 16.577, F = 0.1698, helix share = 0.9858
   loss: flat wall 0.01274, with curvature 0.01269, round wire 0.01269
   rho/rho0 = 1.01285, rho = 14.668 nOhm cm
at 10 T: upper bound on loss = 0.01416
at 10 T: share of zero-field loss removed = 0.8300
half-return: gamma = 4.2146, B = 2.542 T
NEGLECTED EFFECTS, sodium wire at 10 T
temperature = 4.0 K; Landau spacing = 1.158 meV; kT = 0.345 meV
quantum oscillation, order of relative size = 3.7e-04
self-field of 10 mA at the wall = 0.040 mT
lam/r_c in the self-field alone = 6.6e-05
bulk rise from a 1 % Fermi-surface warp = 3.2e-06
assumed rough linear bulk slope = 1e-03 per unit gamma; bulk rise = 0.0166
COPPER LINE AT ROOM TEMPERATURE, rough parameters
density = 8.50e+28 m^-3; mean free path = 40 nm; radius = 200 nm
at 10 T: r_c = 895.3 nm, gamma = 0.0447
at 10 T: share of wall loss removed, 1-F = 2.49e-04
field for half-return = 943 T
CHECKS
largest Boltzmann residual = 5.8e-10
lam/a = 0.5, r_c/a = 0.2: loss sampled 0.1207, flights 0.1206
lam/a = 2.0, r_c/a = 0.5: loss sampled 0.3389, flights 0.3389
lam/a = 1.0, r_c/a = 3.0: loss sampled 0.3225, flights 0.3225
curvature term, measured/derived, gamma 1, 3, 10: 1.0004, 1.0000, 1.0000
\end{verbatim}
